# T ⊗ e Jahn–Teller problem: Ham factors and second-order corrections, part 2

An orbital triplet (T$_1$ or T$_2$, states $i=x,y,z$) is coupled linearly to one harmonic e doublet $(Q_\theta,Q_\epsilon)$ of mass $\mu$ and frequency $\omega$:

$$H_0=\frac{P_\theta^2+P_\epsilon^2}{2\mu}+\frac k2(Q_\theta^2+Q_\epsilon^2)+V(Q_\theta E_\theta+Q_\epsilon E_\epsilon).\tag{2}$$

Here $k=\mu\omega^2$ (as an index, $k$ labels a state), $V>0$, $E_\theta=\mathrm{diag}(\tfrac12,\tfrac12,-1)$ and $E_\epsilon=\mathrm{diag}(-\tfrac{\sqrt3}{2},\tfrac{\sqrt3}{2},0)$. The vectors $\mathbf e_i=(E_{\theta,ii},E_{\epsilon,ii})$ have unit length and $\mathbf e_i\cdot\mathbf e_j=-\frac12$ for $i\ne j$. State $i$ has the potential $U_i=\frac k2|\mathbf Q-\mathbf Q_i|^2-E_{JT}$, with $\mathbf Q_i=-\frac Vk\mathbf e_i$, $E_{JT}=V^2/2k$, minima at radius $Q_0=V/k$, well separation $d=\sqrt3\,Q_0$ and Gaussian width $b=\sqrt{\hbar/\mu\omega}$.

With mode operators $\mathbf a=(a_\theta,a_\epsilon)$, $S=E_{JT}/\hbar\omega$, $\boldsymbol\alpha_i=-\sqrt S\,\mathbf e_i$ and $\boldsymbol\beta_{ik}=\boldsymbol\alpha_i-\boldsymbol\alpha_k$, the eigenstates are $|i\rangle|n_i\rangle$, $n=(n_\theta,n_\epsilon)$, $N=n_\theta+n_\epsilon$:

$$E_N=-E_{JT}+(N+1)\hbar\omega,\qquad\text{degeneracy }3(N+1).\tag{3}$$

$$\langle n_k|0_i\rangle=e^{-|\boldsymbol\beta_{ik}|^2/2}\,\frac{\beta_{ik,\theta}^{\,n_\theta}\,\beta_{ik,\epsilon}^{\,n_\epsilon}}{\sqrt{n_\theta!\,n_\epsilon!}},\qquad|\boldsymbol\beta_{ik}|^2=3S\quad(i\ne k).\tag{4}$$

$$K\equiv\langle0_k|0_i\rangle=e^{-3S/2}=\exp\!\Big(-\frac{3E_{JT}}{2\hbar\omega}\Big).\tag{5}$$

A perturbation $W=\sum_{ij}|i\rangle W_{ij}\langle j|$ acts within the triplet and not on the vibrations; $W_{ij}$ may be a spin operator. In the ground vibronic triplet

$$\langle i0_i|W|j0_j\rangle=W_{ij}\langle0_i|0_j\rangle=W_{ij}\,[\delta_{ij}+K(1-\delta_{ij})].\tag{6}$$

Operators of each symmetry A$_1$, E, T$_1$, T$_2$ occur once. E operators are diagonal and T$_1$, T$_2$ operators have zero diagonal, so $K(\mathrm A_1)=K(\mathrm E)=1$ and $K(\mathrm T_1)=K(\mathrm T_2)=K$.

The trigonal field is $vT$, $T=\sum_{i\ne j}|i\rangle\langle j|$, with eigenvalues $2$ (A) and $-1$ (E, twice). Spin-orbit coupling is $\lambda\,\mathbf l\cdot\mathbf s$, with $(l_a)_{bc}=-i\varepsilon_{abc}$ and $l_a^2=1-|a\rangle\langle a|$. For $s=\frac12$, $\mathbf l\cdot\mathbf s$ is $-1$ in $\Gamma_7$ and $+\frac12$ in $\Gamma_8$. The Zeeman term is $\mu_B\mathbf B\cdot(g_L\mathbf l+g_e\mathbf s)$, with $g_L=-1$ for pure $d$ orbitals in T$_2$. In $|m_l,m_s\rangle$, $|\Gamma_7,+\frac12\rangle=\sqrt{2/3}\,|1,\downarrow\rangle-\sqrt{1/3}\,|0,\uparrow\rangle$, where $\langle l_z\rangle=\frac23$. For $\mu_BB\ll K|\lambda|$, first order gives

$$g(\Gamma_7)=\tfrac43Kg_L-\tfrac13g_e.\tag7$$

The worked example uses $\hbar\omega=300$, $E_{JT}=450$, $\lambda=60$ (also 180) and $v=20$ cm$^{-1}$, $\mu=16$ u, $g_L=-1$, $g_e=2.00232$.

## A.5 Second order

Let $P$ project on the ground level with energy $E_0$, and $\bar P=1-P$. Eliminating $\bar P\psi$ from $(H_0+W)\psi=E\psi$ gives $\bar P\psi=-[\bar P(H_0+W-E)\bar P]^{-1}\bar PWP\psi$. To lowest order $W$ is dropped and $E\to E_0$ in the bracket, so $H_{\rm eff}=E_0+PWP+H_2$ with

$$(H_2)_{ij}=-\frac1{\hbar\omega}\sum_kW_{ik}W_{kj}F_{ij}^{k},\qquad F^k_{ij}=\sum_{n\neq0}\frac{\langle0_i|n_k\rangle\langle n_k|0_j\rangle}{N}.$$

Terms with $k=i$ or $k=j$ vanish because $\langle 0_k|n_k\rangle=0$, so only the off-diagonal part of $W$ enters. For $k\ne i,j$, insert (4) and sum at fixed $N$ by the binomial theorem:

$$\sum_{n_\theta+n_\epsilon=N}\frac{(\beta_{ik,\theta}\beta_{jk,\theta})^{n_\theta}(\beta_{ik,\epsilon}\beta_{jk,\epsilon})^{n_\epsilon}}{n_\theta!\,n_\epsilon!}=\frac{(\boldsymbol\beta_{ik}\cdot\boldsymbol\beta_{jk})^N}{N!}.$$

The prefactor is $e^{-3S/2}e^{-3S/2}$. For $i=j$ the dot product is $3S$. For $i,j,k$ all different it is $S(\mathbf e_i-\mathbf e_k)\cdot(\mathbf e_j-\mathbf e_k)=S(-\frac12+\frac12+\frac12+1)=\frac32S$. Therefore

$$f_b=F^k_{ii}=e^{-3S}G(3S),\quad f_a=F^k_{ij}=e^{-3S}G(\tfrac32S),\quad G(x)=\sum_{N\ge1}\frac{x^N}{N\,N!}=\int_0^x\frac{e^t-1}{t}dt,\tag8$$

the integral following from termwise integration of $\sum t^{N-1}/N!$. In terms of the exponential integral, whose series is $\mathrm{Ei}(x)=\gamma+\ln x+\sum x^N/(N\,N!)$, $G=\mathrm{Ei}(x)-\ln x-\gamma$.

For $W$ with zero orbital diagonal, $(W^2)_{ij}=\sum_kW_{ik}W_{kj}$ already excludes $k=i,j$. Diagonal elements carry $f_b$ and off-diagonal ones $f_a$:

$$H_2=-\frac1{\hbar\omega}\Big[f_aW^2+(f_b-f_a)\,\mathrm{diag}(W^2)\Big],\tag9$$

where diag keeps the blocks with $i=j$ and the order of spin operators is preserved.

For small $S$, $G\simeq x$, so $f_b\to3S$ and $f_a\to\frac32S$, while $K\to1$. For large $x$, integration by parts gives $G=(e^x/x)(1+1/x+\dots)$, so $f_b\to1/3S$ and $f_a\to e^{-3S/2}\,2/3S=2K/3S$. The $f_b$ terms are thus of order $W^2/3E_{JT}$ and fall as a power, not exponentially. The denominator is the vertical gap at a minimum, $U_k(\mathbf Q_i)-U_i(\mathbf Q_i)=\frac k2d^2=3V^2/2k=3E_{JT}$. The process excites the electron from $i$ to $k$ and back with the nuclei staying at $\mathbf Q_i$, so it needs no overlap between ground states.

For the trigonal field $(T^2)_{ii}=2$ and $(T^2)_{ij}=1$, so $T^2=2+T$, and (9) gives $-(v^2/\hbar\omega)[f_a(2+T)+2(f_b-f_a)]=-(v^2/\hbar\omega)(f_aT+2f_b)$:

$$E(\mathrm A)-E(\mathrm E)=3\Big(Kv-\frac{v^2f_a}{\hbar\omega}\Big),\qquad\text{centroid shift }-\frac{2v^2f_b}{\hbar\omega}.\tag{10}$$

For spin-orbit coupling $(\mathbf l\cdot\mathbf s)_{ik}=-i\varepsilon_{aik}s_a$. The diagonal of the square is $-\sum_k\varepsilon_{aik}\varepsilon_{cki}s_as_c=(\delta_{ac}-\delta_{ai}\delta_{ci})s_as_c=\mathbf s^2-s_i^2$, which equals $\sum_a(1-\delta_{ai})s_a^2$, the $ii$ element of $\sum_al_a^2s_a^2$. With $u=\lambda^2/\hbar\omega$,

$$H_2=-u\Big[f_a(\mathbf l\cdot\mathbf s)^2+(f_b-f_a)\sum_al_a^2s_a^2\Big].\tag{11}$$

For $s=\frac12$, $s_a^2=\frac14$ and $\sum_a l_a^2=2$, so the last sum is $\frac12$. The eigenvalues $-1,\frac12$ satisfy $(X+1)(X-\frac12)=0$, so $(\mathbf l\cdot\mathbf s)^2=\frac12-\frac12\mathbf l\cdot\mathbf s$. Then $H_2=-\frac12uf_b+\frac12uf_a\,\mathbf l\cdot\mathbf s$, and since $\mathbf l\cdot\mathbf s$ is traceless,

$$E(\Gamma_8)-E(\Gamma_7)=\tfrac32\big(K\lambda+\tfrac12uf_a\big),\qquad\text{centroid shift }-\tfrac12uf_b.\tag{12}$$

At large $S$ the second term is $\lambda/3E_{JT}$ times the first, so through second order this splitting stays proportional to $K$.

The $g$ factor does not share that property. Put $W=\lambda\,\mathbf l\cdot\mathbf s+\eta\,l_z$ with $\eta=g_L\mu_BB$ and keep the part $\lambda\eta\{\mathbf l\cdot\mathbf s,l_z\}$ of $W^2$. The spin Zeeman term is orbitally diagonal and drops out. The $xx$ element of the anticommutator is $(-is_z)(i)+(-i)(is_z)=2s_z$, the $yy$ element is the same, and $zz$ vanishes since $l_z|z\rangle=0$, so the diagonal part is $2l_z^2s_z$. In $|\Gamma_7,+\frac12\rangle$, $\langle\{\mathbf l\cdot\mathbf s,l_z\}\rangle=2(-1)\frac23=-\frac43$ and $\langle l_z^2s_z\rangle=\frac23(-\frac12)=-\frac13$. The shift is $-(\lambda\eta/\hbar\omega)[-\frac43f_a-\frac23(f_b-f_a)]=\frac23(\lambda\eta/\hbar\omega)(f_a+f_b)$. Equating it to $\frac12\Delta g\,\mu_BB$,

$$\Delta g(\Gamma_7)=\frac{4\lambda g_L}{3\hbar\omega}(f_a+f_b).\tag{13}$$

For $s=1$ use the Cartesian matrices for the spin as well, and write a state as a tensor $c_{km}$ (orbit, spin). Then $(\mathbf l\cdot\mathbf s)_{ij,km}=-\varepsilon_{aik}\varepsilon_{ajm}=-\delta_{ij}\delta_{km}+\delta_{im}\delta_{jk}$, a real matrix, which maps $c_{ij}\to c_{ji}-\delta_{ij}\,\mathrm{tr}\,c$. The eigenvalue is $1-3=-2$ for $c\propto\delta$ ($J=0$, A$_1$), $-1$ for antisymmetric $c$ ($J=1$, T$_1$), and $+1$ for symmetric traceless $c$ ($J=2$: diagonal E, off-diagonal T$_2$). The operator $\sum_al_a^2s_a^2$ is diagonal with value $\sum_a(1-\delta_{ai})(1-\delta_{aj})=1+\delta_{ij}$, that is 2 on A$_1$ and E and 1 on T$_1$ and T$_2$. Equation (11) gives, from the unperturbed ground level,

$$\begin{aligned}\mathrm A_1&:\ -2K\lambda-u[4f_a+2(f_b-f_a)]=-2K\lambda-2u(f_a+f_b),\\ \mathrm T_1&:\ -K\lambda-u[f_a+f_b-f_a]=-K\lambda-uf_b,\\ \mathrm E&:\ K\lambda-u[f_a+2(f_b-f_a)]=K\lambda-u(2f_b-f_a),\\ \mathrm T_2&:\ K\lambda-uf_b.\end{aligned}\tag{14}$$

The labels are those of $^3$T$_1$. For $^3$T$_2$ they are multiplied by A$_2$ and read A$_2$, T$_2$, E, T$_1$. The $J=2$ level splits by $u(f_b-f_a)$. At large $S$, $K\lambda$ and $f_a$ vanish exponentially, and once $K|\lambda|\ll uf_b$, roughly $K\ll|\lambda|/3E_{JT}$, (14) collapses to two groups, A$_1$+E at $-2uf_b$ and T$_1$+T$_2$ at $-uf_b$. This is the zero-field splitting $+uf_b\,s_i^2$ of a spin 1 in well $i$, from $-uf_b(\mathbf s^2-s_i^2)$.

## A.6 Numerical practice

The form $\mathrm{Ei}(x)-\ln x-\gamma$ subtracts nearly equal numbers as $x\to0$, where the series in (8), with positive terms only, is the safer route.

A reference calculation that knows nothing of the displaced solution diagonalises $H_0+W$ in the undisplaced Fock basis with $n_\theta+n_\epsilon\le N_{\max}$, of dimension $(N_{\max}+1)(N_{\max}+2)/2$ per orbital and spin state. The group acts on $(a_\theta,a_\epsilon)$ by orthogonal matrices and so conserves the total number of quanta. A cutoff on the total preserves the cubic degeneracies, which separate cutoffs on $n_\theta$ and $n_\epsilon$ would not guarantee. By (4) with $\boldsymbol\alpha_k\to0$, the weight of $|0_i\rangle$ on shell $N$ is the Poisson term $e^{-S}S^N/N!$, and $N_{\max}$ is chosen to make its tail negligible. The same cutoff serves second order. Writing $1/N=\int_0^\infty e^{-tN}dt$ turns $\boldsymbol\beta^n$ into $(\boldsymbol\beta e^{-t})^n$, so the perturbed state is built from Gaussians centred at $\boldsymbol\alpha_k+\boldsymbol\beta_{ik}e^{-t}$, on the chord between two wells and inside radius $\sqrt S$.

A solver returns an arbitrary basis of a degenerate level, so reduction factors are read from eigenvalues of the projected operator. The sign of $g$ needs more. If $M_a=g\sigma_a/2$ is the projected $g_Ll_a+g_es_a$ on an isotropic doublet, then $\mathrm{Tr}(\sigma_x\sigma_y\sigma_z)=2i$ gives $g^3=4\,\mathrm{Im\,Tr}(M_xM_yM_z)$, which no change of basis alters. The odd and even parts of exact results under $W\to-W$ separate the odd orders of perturbation theory from the even ones; for small $W$ each part is dominated by its lowest order.

The numerical check asserts, against such diagonalisation, the spectrum (3), the projected operators (6), the sums (8), and the coefficients in (7), (10), (12), (13) and (14) at small coupling; it also asserts the multiplicities, the classification of the operators, the invariance of the coupling and $g_L=-1$ from A.2, the minima, the amplitudes (4) by quadrature and the limits of $f_a,f_b$. Three rows serve as check values, with $K$ from the Fock basis agreeing to all digits shown:

| $S$ | $K$ | $f_a$ | $f_b$ |
|---|---|---|---|
| 0.3 | 0.637628 | 0.205784 | 0.467944 |
| 1.5 | 0.105399 | 0.050573 | 0.287194 |
| 3.0 | 0.011109 | 0.003190 | 0.127742 |

## A.7 Worked example

The parameters are round model values: $\hbar\omega=300$ cm$^{-1}$, $E_{JT}=450$ cm$^{-1}$ (55.79 meV), $\mu=16$ u, $\lambda=60$ cm$^{-1}$, $v=20$ cm$^{-1}$, $g_L=-1$, with $g_e=2.00232$. The digits kept serve the comparison of formulas within the model. "Exact" means diagonalisation of $H_0+W$.

Then $S=1.5$ and the ground level lies at $-450+300=-150$ cm$^{-1}$. With $k=5.2954$ eV/Å$^2$ and $V=0.7687$ eV/Å, $Q_0=0.7687/5.2954=0.14516$ Å and $d=\sqrt3\,Q_0=0.25143$ Å. With $b=0.08381$ Å, $d^2/4b^2=2.25$ and $K=e^{-2.25}=0.10540$, which quadrature of the two Gaussians at the numerically located minima reproduces. From $e^{-4.5}=0.011109$, $f_a=0.011109\times4.5524=0.05057$ and $f_b=0.011109\times25.8524=0.28719$. The large-$S$ forms give 0.04684 and 0.22222, so at this $S$ the full expressions (8) are needed.

For spin $\frac12$, $K\lambda=6.324$ and $u=60^2/300=12$ cm$^{-1}$. The bare splitting of 90 cm$^{-1}$ becomes $1.5\times6.324=9.486$ at first order and $9.486+0.75\times12\times0.05057=9.941$ at second order. The exact value is 9.975 cm$^{-1}$ (1.237 meV), so the two orders are low by 5% and 0.3% of it. The centroid moves by $-6\times0.28719=-1.723$, against the exact $-1.777$ cm$^{-1}$. The bare $g(\Gamma_7)$ is $-\frac43-\frac13g_e=-2.0008$. Equation (7) gives $-\frac43(0.10540)-\frac13(2.00232)=-0.8080$, and (13) adds $-\frac43(0.2)(0.05057+0.28719)=-0.0901$, for $-0.8980$ after rounding of the total, against the exact $-0.9031$. The second-order orbital term is about two thirds of the first-order one, $-0.1405$, because $\lambda(f_a+f_b)/\hbar\omega$ is to be compared with $K$ and not with 1.

For $\lambda=180$ cm$^{-1}$ the splitting is 28.458 (first order), 32.554 (second) and 33.384 cm$^{-1}$ (exact, 4.139 meV), errors of 15% and 2.5% of the exact value. The $g$ values are $-0.8080$, $-1.0782$ and $-1.1185$. Tripling $\lambda$ raises the residual of the splitting from $9.975-9.941=0.034$ to $33.384-32.554=0.830$ cm$^{-1}$, a factor of 24.6 when the unrounded residuals are used, near the 27 of a pure $\lambda^3$ term.

The trigonal splitting of 60 cm$^{-1}$ becomes $3\times0.10540\times20=6.324$ and then $6.324-3(400/300)(0.05057)=6.122$, against the exact 6.132 cm$^{-1}$ (0.760 meV). The centroid is $-2(400/300)(0.28719)=-0.766$, against $-0.750$ cm$^{-1}$.

For spin 1 and $\lambda=60$ cm$^{-1}$, (14) gives A$_1$ at $-12.648-24(0.05057+0.28719)=-20.754$, T$_1$ at $-6.324-12(0.28719)=-9.770$, E at $6.324-12(2\times0.28719-0.05057)=0.038$ and T$_2$ at $6.324-12(0.28719)=2.878$ cm$^{-1}$. The exact levels are $-21.348$, $-9.802$, $-0.293$ and $2.925$ cm$^{-1}$. First order alone misplaces the E level by more than $K\lambda$. The T$_2$–E splitting is 2.839 at second order and 3.218 cm$^{-1}$ exactly, an error of 12% of the exact value, far above the 0.3% of the spin-$\frac12$ splitting at the same $\lambda$. This splitting starts at $\lambda^2$, so a $\lambda^3$ term is a relative correction of nominal order $\lambda/\hbar\omega=0.2$. Power counting does not explain the whole contrast: the absolute residuals at the same $\lambda$ are $3.218-2.839=0.379$ and $0.034$ cm$^{-1}$, about a factor 11 apart, and that ratio depends on the higher-order coefficients, which are not derived here.

## A.8 Where the formulas stop

The solution rests on $H_0$ being diagonal in $x,y,z$. The three $C_2$ rotations about the cube axes leave $Q_\theta$ and $Q_\epsilon$ unchanged, whereas every off-diagonal matrix element changes sign under two of them. An invariant coupling built from e coordinates alone, of any order, is therefore diagonal. Quadratic coupling and anharmonicity in the e modes keep $K(\mathrm E)=1$ and keep $K$ equal to the ground-state overlap of two wells, but the wells change shape and (5) and (8) no longer give the values.

Several linearly coupled harmonic e doublets multiply their overlaps, so $K=\exp(-\frac32\sum_mE_{JT,m}/\hbar\omega_m)$. The denominators in $F^k_{ij}$ become $\sum_mN_m\hbar\omega_m$, and (8) survives, with $S=\sum_m S_m$, only for equal frequencies.

Linear coupling to t$_2$ modes multiplies electronic operators of T$_2$ symmetry and is off-diagonal. It mixes the wells inside $H_0$, the product form $|i\rangle|n_i\rangle$ is lost, and with it the derivation of both (5) and $K(\mathrm E)=1$.

For a level with $N>0$ the single factor $K$ is replaced by the matrix $\langle n_i|n'_j\rangle$ over the $N+1$ states of each well, so (5) belongs to the ground level. The Boltzmann mean of the diagonal overlaps $e^{-3S/2}L_n(3S)$ along the line joining two wells follows from the generating function of the Laguerre polynomials and is $Ke^{-3S\bar n}$ with $\bar n=1/(e^{\hbar\omega/k_BT}-1)$; it stays near $K$ while $3S\bar n\ll1$, and for $S=1.5$ it is $0.97K$ at $k_BT=0.2\hbar\omega$ and $0.49K$ at $0.5\hbar\omega$. Finally, (6) and (9) are the first terms of a series in $W/\hbar\omega$. When $W$ approaches $\hbar\omega$, $H_0+W$ has to be diagonalised as in A.6.

## Computed results

```
S=0.3: K=0.637628 (Fock 0.637628) fa=0.205784 fb=0.467944
S=1.5: K=0.105399 (Fock 0.105399) fa=0.050573 fb=0.287194
S=3.0: K=0.011109 (Fock 0.011109) fa=0.003190 fb=0.127742
input: hw=300 cm-1, E_JT=450 cm-1, mu=16 u
input: lambda=60 cm-1, v=20 cm-1, g_L=-1; g_e=2.00232
1 cm-1 = 0.123984 meV; E_JT = 55.79 meV
S = 1.500, 3S/2 = 2.250, 3S = 4.500
omega = 5.6510e+13 rad/s; mu w^2 = 5.2954 eV/A^2; V = 0.7687 eV/A
sqrt(hbar/mu w) = 0.08381 A; Q0 = 0.14516 A; d = 0.25143 A
ground level -E_JT+hw = -150.0 cm-1
K = 0.10540; overlap by quadrature = 0.10540
G(3S/2) = 4.5524, G(3S) = 25.8524, exp(-3S) = 0.011109
fa = 0.05057, fb = 0.28719; large-S forms 0.04684, 0.22222
spin 1/2, lambda=60 cm-1, K*lambda=6.324, lambda^2/hw=12.00 cm-1
  G8-G7 cm-1: bare 90.0, 1st 9.486, 2nd 9.941, exact 9.975
  exact G8-G7 = 1.2367 meV
  centroid cm-1: 2nd -1.723, exact -1.777
  g(G7): bare -2.0008, 1st -0.8080, 2nd -0.8980, exact -0.9031
spin 1/2, lambda=180 cm-1, K*lambda=18.972, lambda^2/hw=108.00 cm-1
  G8-G7 cm-1: bare 270.0, 1st 28.458, 2nd 32.554, exact 33.384
  exact G8-G7 = 4.1391 meV
  centroid cm-1: 2nd -15.508, exact -16.874
  g(G7): bare -2.0008, 1st -0.8080, 2nd -1.0782, exact -1.1185
trigonal A-E cm-1: bare 60.0, 1st 6.324, 2nd 6.122
  exact 6.132 cm-1 = 0.7602 meV
  centroid cm-1: 2nd -0.766, exact -0.750
spin 1, lambda=60 cm-1, levels from the unperturbed ground level:
  A1: 1st -12.648, 2nd -20.754, exact -21.348 cm-1
  T1: 1st -6.324, 2nd -9.770, exact -9.802 cm-1
  E: 1st 6.324, 2nd 0.038, exact -0.293 cm-1
  T2: 1st 6.324, 2nd 2.878, exact 2.925 cm-1
  T2-E cm-1: 2nd 2.839, exact 3.218
```
